# Why Hartree-Fock bands of a metal interpolate badly

A half-filled model chain is sampled at 128 crystal momenta, and its Hartree-Fock band is rebuilt from the resulting hoppings. The largest error is $7.6\times10^{-4}$ hartree, or 21 meV. If the Coulomb repulsion in the exchange term is screened over two sites, the error of the same procedure drops to rounding level, $3\times10^{-16}$ hartree. If the repulsion is left bare but the chain has a gap, the error for the same real-space length of 128 sites (64 momenta of its two-site cell) is $1.6\times10^{-14}$ hartree. What does the bare metal have that each of the other two lacks?

## The model and its exchange hopping

Hartree atomic units are used. The chain has one Wannier function per site and spacing $a=5$ bohr. Distances $R$ are counted in sites, and $\theta=ka$. The bare hopping is $-t$ between neighbours, with $t=0.1$ hartree. Of the Coulomb integrals only the density-density ones are kept, $v(R)=V/|R|$ with $V=1/a=0.2$ hartree. The on-site integral only shifts the band. The Hartree term, neutralized by a background, does the same because the charge is uniform.

Let $\rho_{ij}$ be the density matrix of one spin. In a determinant, two electrons of equal spin on sites $i\ne j$ have the pair density $\rho_{ii}\rho_{jj}-\rho_{ij}\rho_{ji}$. The second part gives the exchange energy per spin,
$$E_x=-\tfrac12\sum_{i\neq j}v(i-j)\,\rho_{ij}\rho_{ji}.$$
The Fock matrix is the derivative of the energy with respect to $\rho_{ji}$. The product $\rho_{ij}\rho_{ji}$ occurs twice in the sum, which cancels the factor $\tfrac12$:
$$F(R)=h(R)-v(R)\,\rho(R).$$

With the Hartree term included, the expectation value of $F$ in an occupied orbital $\phi$ is also the amount by which the total energy drops when $\phi$ is emptied and the others are frozen. The energy is quadratic in $\rho$, and the second-order term is proportional to $|\phi_i|^2|\phi_j|^2-|\phi_i\phi_j^*|^2=0$. A test with explicit determinants, three equal-spin electrons on eight sites, gives a drop in the interaction energy of 0.986316 in units of $v(1)$, equal to Hartree minus exchange.

The contributions to the band can now be weighed separately. The bare hopping reaches one site, so a mesh with $N\ge4$ reproduces it without error. The Hartree term is a constant. Any interpolation error therefore comes from $v\rho$, a product of two functions of distance.

## First factor: the density matrix of a metal

With states $|\theta|<\theta_F$ occupied,
$$\rho(R)=\int_{-\theta_F}^{\theta_F}\frac{d\theta}{2\pi}\,e^{i\theta R}=\frac{\sin\theta_FR}{\pi R}.$$
The power law comes from the jump of the occupation at $\theta_F$. This $\rho$ depends on the filling alone, provided the Hartree-Fock band rises monotonically with $|\theta|$; the velocity found below confirms that it does. The solution is then self-consistent without iteration. It is a restricted solution, with translation and spin symmetry imposed, and is not claimed to be the lowest Hartree-Fock state.

## The product: a logarithm in the velocity

The exchange hopping is $-V\sin(\theta_F|R|)/(\pi R^2)$. Adding the terms $\pm R$ gives the exchange band
$$\Sigma(\theta)=-\frac{2V}{\pi}\sum_{R\ge1}\frac{\sin\theta_FR\,\cos\theta R}{R^2}
=-\frac V\pi\sum_{R\ge1}\frac{\sin(\theta_F+\theta)R+\sin(\theta_F-\theta)R}{R^2}.$$
Differentiation removes one power of $R$:
$$\frac{d\Sigma}{d\theta}=-\frac V\pi\sum_{R\ge1}\frac{\cos(\theta_F+\theta)R-\cos(\theta_F-\theta)R}{R}.$$
The real part of $\sum_{R\ge1} e^{i\varphi R}/R=-\ln(1-e^{i\varphi})$ is $-\ln|2\sin(\varphi/2)|$. Since $d/dk=a\,d/d\theta$ and $aV=1$, the exchange velocity is
$$\frac{d\Sigma}{dk}=\frac1\pi\ln\left|\frac{\sin\frac{\theta+\theta_F}2}{\sin\frac{\theta-\theta_F}2}\right|.$$
For $0<\theta<\pi$ it is positive, because $\sin^2\frac{\theta+\theta_F}2-\sin^2\frac{\theta-\theta_F}2=\sin\theta\sin\theta_F>0$. The bare velocity $2ta\sin\theta$ is positive too, so the band is monotonic as required.

At a small distance $\delta=\theta-\theta_F$ the exchange velocity becomes $\frac1\pi\ln(2\sin\theta_F/|\delta|)$. At half filling, $\theta_F=\pi/2$, the bare velocity at the Fermi point is $2ta=1$. For $|\delta|=0.001$ the total is $1+\ln(2000)/\pi=3.419$, against 2.69 at $|\delta|=0.01$. Each factor of ten closer to the Fermi point adds about $\ln(10)/\pi=0.73$. Integrating the velocity gives the band near $\theta_F$:
$$\Sigma(\theta_F+\delta)-\Sigma(\theta_F)\simeq\frac V\pi\,\delta\left[\ln\frac{2\sin\theta_F}{|\delta|}+1\right].$$
The energy is continuous, but its slope is infinite at $\delta=0$.

## What a finite mesh does with such a band

Take $N$ equally spaced momenta $\theta_j=2\pi j/N$, with $N$ a multiple of four, and sample the band of the infinite chain there. This isolates the interpolation error from the finite-size error of a Hartree-Fock calculation done on the mesh itself. The hoppings extracted from the samples are
$$c_R=\frac1N\sum_j\varepsilon(\theta_j)e^{-iR\theta_j}=\sum_mF(R+mN),$$
because the sum over $j$ cannot distinguish distances that differ by a multiple of $N$. The interpolated band uses $|R|\le N/2$, with half weight at the two ends.

A true hopping at $R'$ with $|R'|>N/2$ is thus assigned to a shorter distance $R$. It contributes $F(R')(e^{i\theta R}-e^{i\theta R'})$ to the error, at most $2|F(R')|$ in size; the shared end points obey the same limit. Therefore
$$|\text{error}|\le2\sum_{|R'|>N/2}|F(R')|.$$
In the half-filled metal only odd $R'$ contribute, with $|F|=V/(\pi R'^2)$. For large $N$, the sum of $1/R'^2$ over odd $R'>N/2$ is about $\frac12\cdot\frac2N=\frac1N$. Both signs of $R'$ together give a bound of $4V/(\pi N)$.

The bound shows that the error falls at least as fast as $1/N$. To see that it falls no faster, evaluate it close to the Fermi point, at $\theta=\pi/2+2\pi u/N$ with $u$ fixed. Since $N$ is a multiple of four, $e^{i\pi R/2}=e^{i\pi R'/2}$. For odd $R'$,
$$F(R')e^{i\pi R'/2}=-\frac{V}{\pi R'^2}\sin\frac{\pi|R'|}2\; i\sin\frac{\pi R'}2=-\frac{iV\,\mathrm{sgn}R'}{\pi R'^2}.$$
The oscillation of the hopping has cancelled against the Bloch phase, and the remaining terms add with a smooth weight. Pairing $\pm R'$ leaves
$$\text{error}=\frac{2V}\pi\sum_{\substack{R'>N/2\\ \text{odd}}}\frac{\sin(2\pi uR/N)-\sin(2\pi uR'/N)}{R'^2}.$$
Set $R'=Nx$ and $R=N\bar x$, where $\bar x$ is $x$ minus its nearest integer. The spacing of odd integers turns the sum into $\frac N2\int dx$, so at leading order
$$\text{error}=\frac{V}{\pi N}\,g(u),\qquad g(u)=\int_{1/2}^\infty\frac{\sin2\pi u\bar x-\sin2\pi ux}{x^2}\,dx .$$
The function $g$ does not depend on $N$, and it is not zero everywhere. At $u=\frac12$, halfway between two mesh points, write $x=m+\bar x$ with integer $m$. The numerator is then zero for even $m$ and $2\sin\pi\bar x$ for odd $m$. This is odd about $x=m$ while $1/x^2$ decreases, so each odd $m$ contributes a negative amount and $g(\frac12)<0$. The error near the Fermi point therefore scales as $1/N$.

The computed maximum errors are $5.99$, $3.02$, $1.51$ and $0.757$ in units of $10^{-3}$ hartree for $N=16,32,64,128$. Multiplied by $\pi N/V$, the first is $5.99\times10^{-3}\times16\pi/0.2=1.51$ and the last is 1.52. The bound allows 4. If the law is extrapolated, an error of 1 meV needs about $128\times20.6\approx2600$ mesh points.

## The interpolated Fermi velocity

An interpolated band is a finite trigonometric sum, so its velocity at the Fermi point is finite while the true one is not. Its dependence on $N$ follows from the aliased hoppings. For odd $0<R<N/2$,
$$c_R^{\rm exch}=-\frac V\pi\sin\frac{\pi R}2\left[\frac1{R^2}+\sum_{m\ge1}\left(\frac1{(mN+R)^2}-\frac1{(mN-R)^2}\right)\right].$$
The minus sign arises because $\sin(\pi|R-mN|/2)=-\sin(\pi R/2)$. The derivative of $2c_R\cos\theta R$ at $\pi/2$ is $-2Rc_R\sin(\pi R/2)$, and the squared sine equals one, so the exchange velocity is
$$\frac2\pi\sum_{\substack{0<R<N/2\\ \text{odd}}}\left[\frac1R+R\sum_{m\ge1}(\cdots)\right].$$
With $R=Nx$ the second part has size $1/N$ per term. There are $N/4$ terms, so their sum tends to a constant. The first part is a sum of inverse odd integers, $\frac12\ln N$ plus a constant. Hence
$$v_N(k_F)=\frac1\pi\ln N+\text{constant}.$$

For large $N$, every doubling of the mesh adds $\ln2/\pi=0.2206$. The computed velocities are 1.984, 2.202, 2.422 and 2.642, and the last step is 0.2205. Two successive meshes differ by roughly 10 per cent of the velocity, and refinement does not settle it. A Fermi velocity read from such an interpolation measures the mesh as well as the band.

## First control: screen the repulsion, keep the metal

Replace $v$ by $Ve^{-\kappa|R|}/|R|$ with $\kappa=0.5$ per site. The density matrix is unchanged and still decays as $1/R$, but the exchange hopping is now $-Ve^{-\kappa|R|}\sin(\theta_F|R|)/(\pi R^2)$. At $R=31$ it is $1.2\times10^{-11}$ hartree, against $6.6\times10^{-5}$ hartree with bare repulsion.

In the velocity, the sum becomes $\sum_{R\ge1} e^{-\kappa R}\cos(\varphi R)/R=-\ln|1-e^{-\kappa+i\varphi}|$. This sum increases with $\cos\varphi$, and $\cos(\theta-\theta_F)-\cos(\theta+\theta_F)=2\sin\theta\sin\theta_F>0$ for $0<\theta<\pi$. The exchange velocity is therefore still positive, and the occupied states are indeed the same as before. At the half-filled Fermi point the two angles are $\varphi=\pi$ and $\varphi=0$, so the exchange velocity is
$$\frac1\pi\left[\ln(1+e^{-\kappa})-\ln(1-e^{-\kappa})\right]=\frac1\pi\ln\coth\frac\kappa2=0.448 .$$
The total, 1.448, is reached to four digits by the mesh with $N=32$. For small $\kappa$ the expression tends to $\frac1\pi\ln(2/\kappa)$, which is the bare result with $|\delta|$ replaced by $\kappa$. Screening stops the growth of the velocity at a distance from the Fermi point of order the inverse screening length.

By the error bound, the interpolation error falls at least as fast as $e^{-\kappa N/2}$ times a power of $N$. Between $N=32$ and $N=64$ the start of the neglected tail moves out by 16 sites, and the error falls at 0.58 per site. The excess over 0.5 is of the size expected from the factor $1/R^2$, namely $2\ln2/16=0.09$.

The exponential form of the screening matters. For $v=V/|R|^p$ the exchange hopping falls as $R^{-p-1}$, and the exchange velocity at half filling is $\frac2\pi\sum_{\rm odd}R^{-p}$, which converges for $p>1$. For $p=3$ it is
$$\frac2\pi\cdot\frac78\,\zeta(3)=0.6696,$$
and the mesh with $N=128$ gives 0.6695. The logarithmic divergence has gone, but the hoppings still follow a power law, and the bound on the error falls as $N^{-3}$ instead of exponentially.

## Second control: open a gap, keep the bare repulsion

Let the bare hoppings alternate, $t_1=0.08$ and $t_2=0.12$ hartree, with the sites still equally spaced and the band half filled. The cell now holds two sites, A and B. With Bloch phases taken from the site positions, the Fock matrix has zero diagonal, apart from a constant, and an off-diagonal element $f(\theta)=\sum_DF(D)e^{i\theta D}$ over odd distances $D$ from A to B. The bands are $\pm|f|$. The projector on the lower band has diagonal elements $\frac12$ and off-diagonal element $-f/(2|f|)$. Exchange therefore connects opposite sublattices only, and the zero diagonal survives self-consistency.

For the bare hoppings, put $z=e^{2i\theta}$ and $\alpha=t_1/t_2$. Then $f=-t_1e^{i\theta}-t_2e^{-i\theta}=-t_2e^{-i\theta}(1+\alpha z)$, and
$$-\frac f{2|f|}=\frac{e^{-i\theta}}2\sqrt{\frac{1+\alpha z}{1+\alpha/z}} .$$
This is analytic for $\alpha<|z|<1/\alpha$. Its Laurent coefficients, which are the elements of $\rho$, fall as $\alpha^n$ over $n$ cells, up to a power of $n$. A cell is two sites long, so the rate per site is $\frac12\ln(t_2/t_1)=0.2027$. The power is $n^{-1/2}$ in one direction along the chain and $n^{-3/2}$ in the other. In the first direction, the rate measured with the power removed is 0.2029.

Exchange multiplies this $\rho$ by $v$, which is at most $V$, so the new $F$ also decays exponentially. Its $f$ is analytic in a ring around $|z|=1$. If the gap stays open, the band energy has no zero in some narrower ring, and the next $\rho$ decays exponentially as well. This holds at each iteration but does not fix the rate of the converged solution, which was computed. Exchange raises the gap from 0.080 to 0.227 hartree (6.2 eV). In the more slowly decaying of the two directions along the chain, the hoppings decay at 0.396 per site between $R=15$ and 35, and at 0.366 between 35 and 55. For a pure power law the second rate would be $\ln(55/35)/\ln(35/15)=0.53$ of the first; here it is 0.92 of it.

The interpolation errors for $N=16,32,64$ are $1.1\times10^{-4}$, $2.3\times10^{-6}$ and $2.7\times10^{-9}$ hartree. Here $N$ counts sites, so that equal $N$ means equal real-space length in all three chains.

For the density matrix of the bare hoppings the benefit weakens as $t_1\to t_2$. Its decay length is $2/\ln(t_2/t_1)$ sites, which diverges in this limit. At distances well below this length $\alpha^n\approx1$ and this density matrix is nearly metallic, so the exchange hopping built from it at the first iteration gains little from the gap at such distances. The self-consistent gap was not computed in this limit and need not close there, since exchange also enlarges the alternation.

## Weighing the two factors

| Chain | $\rho(R)$ | $v(R)$ | Error at $N=64$ (hartree) |
|---|---|---|---|
| metal, bare | $1/R$ | $1/R$ | $1.5\times10^{-3}$ |
| metal, screened | $1/R$ | exponential | $2.4\times10^{-11}$ |
| insulator, bare | exponential | $1/R$ | $2.7\times10^{-9}$ |

A slow density matrix alone does not spoil the interpolation, and neither does a slow repulsion alone. The exchange hopping is their product, and one exponential factor is enough to make it short-ranged. This concerns the interpolation of samples taken from the band of the infinite chain. It does not cover the finite-size error of a Hartree-Fock calculation done on the mesh itself. If the insulating chain is solved on $N$ sites with the Fourier-transformed repulsion and its divergent $q=0$ term dropped, the gap comes out too small by about $2V\ln N/N$ (0.212 instead of 0.227 hartree at $N=128$), although the hoppings are short-ranged. The exponential screening is likewise a form imposed on the model, not one derived for the metal.

## The same logarithm in three dimensions

The singularity is not peculiar to a chain. In the electron gas the density matrix per spin is
$$\rho(r)=\frac1{2\pi^2r}\int_0^{k_F}k\sin kr\,dk=\frac{\sin k_Fr-k_Fr\cos k_Fr}{2\pi^2r^3},$$
which falls as $\cos(k_Fr)/r^2$, so the exchange kernel $-\rho/r$ falls as $1/r^3$. Its transform is easiest in momentum space, where the angular integral of $1/|\mathbf k-\mathbf q|^2$ is $\frac{2\pi}{kq}\ln\left|\frac{k+q}{k-q}\right|$:
$$\Sigma(k)=-\int_{q<k_F}\frac{d^3q}{(2\pi)^3}\frac{4\pi}{|\mathbf k-\mathbf q|^2}=-\frac1{\pi k}\int_0^{k_F}q\ln\left|\frac{k+q}{k-q}\right|dq .$$
An antiderivative of the integrand is $kq+\frac12(q^2-k^2)\ln\left|\frac{k+q}{k-q}\right|$. With $x=k/k_F$,
$$\Sigma=-\frac{k_F}\pi\left[1+\frac{1-x^2}{2x}\ln\left|\frac{1+x}{1-x}\right|\right].$$
Near $x=1$ the second term is $(1-x)\ln(2/|1-x|)$, and the exchange velocity is $\frac1\pi\left[\ln(2/|1-x|)-1\right]$. The coefficient of the logarithm is again $1/\pi$; the value extracted numerically is 0.3183. The powers of distance agree as well: the kernel falls as $1/r^3$, the area of a shell grows as $r^2$, and the angular average of the plane wave, $\sin(kr)/(kr)$, adds a factor $1/r$. The product falls as $1/r^2$, like the exchange hopping of the chain.

## Computed values

```
site spacing a = 5.0 bohr; hopping t = 0.10 hartree
neighbour repulsion V = 0.20 hartree
screening kappa = 0.50 per site
insulator bare hoppings t1, t2 = 0.08, 0.12 hartree
determinant test, removal energy = 0.986316 (v(1)=1)
same from Hartree minus exchange = 0.986316 (v(1)=1)
metal hopping decay exponent = 2.0000
hopping magnitudes (hartree): R, metal, screened, insulator
    1  1.637e-01  1.386e-01  2.123e-01
   11  5.261e-04  2.150e-06  7.539e-05
   31  6.625e-05  1.229e-11  2.072e-08
   51  2.448e-05  2.062e-16  1.293e-11
bare velocity at k_F = 1.0000 a.u.
true metal velocity below k_F: distance (1/a), velocity (a.u.)
  0.100  1.9483
  0.010  2.6865
  0.001  3.4194
max band error (hartree): N, metal, screened, insulator
   16  5.99e-03  4.29e-05  1.14e-04
   32  3.02e-03  2.48e-07  2.30e-06
   64  1.51e-03  2.36e-11  2.72e-09
  128  7.56e-04  3.33e-16  1.60e-14
metal error at N=128 = 20.58 meV
metal error ratio N=64 to N=128 = 2.0002
interpolated velocity at k_F (a.u.): N, metal, screened
   16  1.9836  1.4459
   32  2.2017  1.4478
   64  2.4217  1.4478
  128  2.6422  1.4478
metal velocity growth, last doubling = 0.22047 a.u.
ln(2)/pi = 0.22064 a.u.
screened velocity at k_F, closed form = 1.4478 a.u.
screened error decay, N=32 to 64 = 0.579 per site
1/R^3 exchange velocity, N=128 = 0.66954 a.u.
1/R^3 exchange velocity, closed form = 0.66960 a.u.
insulator gap without exchange = 0.0800 hartree
insulator HF gap = 0.2274 hartree = 6.19 eV
first-iteration rho decay rate = 0.2029 per site
half ln(t2/t1) = 0.2027 per site
HF hopping decay, R=15 to 35 = 0.3955 per site
HF hopping decay, R=35 to 55 = 0.3655 per site
3D gas log coefficient = 0.31830; 1/pi = 0.31831 a.u.
```
